\section*{Gradient of the Discretized Wannier Spread and Unitary Gauge Updates}

\section{The function being minimized}

\textbf{Q.} You want to localize Wannier functions by descending along a gradient. Before any derivative is taken, what is the function, and why does it contain logarithms of overlaps?

\textbf{A.} Take $J$ bands separated by a gap from all others, on a uniform mesh of $N$ points $\mathbf k$. With cell-normalized periodic parts $u_{n\mathbf k}$, the Wannier function in the home cell is
\begin{equation}
w_n(\mathbf r)=\frac1N\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r).
\end{equation}
The aim is to minimize $\Omega=\sum_n(\langle r^2\rangle_n-|\langle\mathbf r\rangle_n|^2)$. On a fine mesh the sum becomes an average over the Brillouin zone. Write $\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\nabla_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and integrate by parts. If the Bloch functions are smooth and periodic in $\mathbf k$, there is no boundary term, and $\mathbf r\,w_n$ is built from $i\nabla u_{n\mathbf k}$ as $w_n$ is built from $u_{n\mathbf k}$. Hence
\begin{equation}
\langle\mathbf r\rangle_n=\frac1N\sum_{\mathbf k}\mathbf A_n,\quad
\langle r^2\rangle_n=\frac1N\sum_{\mathbf k}\|\nabla u_{n\mathbf k}\|^2,\quad
\mathbf A_n=i\langle u_{n\mathbf k}|\nabla u_{n\mathbf k}\rangle .
\end{equation}

A mesh offers no derivatives, but it offers overlaps with neighbours,
\begin{equation}
M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle .
\end{equation}
Choose a set of vectors $\mathbf b$ closed under $\mathbf b\to-\mathbf b$, with weights $w_b=w_{-b}$ and $\sum_{\mathbf b}w_bb_\alpha b_\beta=\delta_{\alpha\beta}$. Let $\partial_b=\mathbf b\cdot\nabla$. Differentiating $\langle u|u\rangle=1$ twice gives $\mathrm{Re}\langle u|\partial_b^2u\rangle=-\|\partial_bu\|^2$, so a Taylor expansion yields
\begin{align}
|M_{nn}|^2&=1-\|\partial_bu_n\|^2+(\mathbf b\cdot\mathbf A_n)^2+O(b^3),\\
\phi_n\equiv\mathrm{Im}\ln M_{nn}&=-\mathbf b\cdot\mathbf A_n+O(b^2).
\end{align}
Thus $1-|M_{nn}|^2+\phi_n^2=\|\partial_bu_n\|^2+O(b^3)$. The weights turn this into $\|\nabla u_n\|^2$, and the cubic terms cancel between $\mathbf b$ and $-\mathbf b$. The discretized spread is therefore
\begin{align}
\Omega&=\sum_n\Big\{\frac1N\sum_{\mathbf k,\mathbf b}w_b\big[1-|M_{nn}|^2+\phi_n^2\big]-|\mathbf r_n|^2\Big\},\label{omega}\\
\mathbf r_n&=-\frac1N\sum_{\mathbf k,\mathbf b}w_b\,\mathbf b\,\phi_n .\label{centre}
\end{align}
Since $w_b\sim b^{-2}$, the remaining error is $O(b^2)$ for a smooth gauge. From here on, (\ref{omega}) is the function to be differentiated, at fixed mesh.

\section{The first-order change}

\textbf{Q.} What may be varied? Changing the states arbitrarily would change the bands themselves.

\textbf{A.} The allowed freedom is a unitary mixing within the $J$ states at each $\mathbf k$:
\begin{equation}
u_{n\mathbf k}\to\sum_m u_{m\mathbf k}\,(e^{W_{\mathbf k}})_{mn},\qquad W_{\mathbf k}^\dagger=-W_{\mathbf k}.
\end{equation}
The generators at different mesh points are independent. If $\mathbf k+\mathbf b$ leaves the zone, it is brought back by a reciprocal vector, with $W$ periodic and the corresponding phase factor kept in $u$. The bra carries $(e^{W_{\mathbf k}})^\dagger=e^{-W_{\mathbf k}}$, so
\begin{equation}
M\to e^{-W_{\mathbf k}}\,M\,e^{W_{\mathbf k+\mathbf b}},\qquad
dM_{nn}=-(W_{\mathbf k}M)_{nn}+(MW_{\mathbf k+\mathbf b})_{nn}.\label{dm}
\end{equation}

\textbf{Q.} The centres $\mathbf r_n$ also move. Are you going to hold them fixed?

\textbf{A.} No. The three variations needed are
\begin{align}
d(1-|M_{nn}|^2)&=-2\,\mathrm{Re}(M_{nn}^*\,dM_{nn}),\\
d\phi_n&=\mathrm{Im}(dM_{nn}/M_{nn}),\\
-d|\mathbf r_n|^2&=-2\mathbf r_n\cdot d\mathbf r_n=\frac2N\sum_{\mathbf k,\mathbf b}w_b(\mathbf b\cdot\mathbf r_n)\,d\phi_n .
\end{align}
The last line uses (\ref{centre}); its minus sign cancels the one in front of $|\mathbf r_n|^2$. Adding $2\phi_n\,d\phi_n$ from $\phi_n^2$, we find
\begin{equation}
d\Omega=\frac1N\sum_{\mathbf k,\mathbf b}w_b\sum_n\Big[-2\,\mathrm{Re}(M_{nn}^*dM_{nn})+2q_n\,\mathrm{Im}\frac{dM_{nn}}{M_{nn}}\Big],\label{domega}
\end{equation}
with $q_n=\phi_n+\mathbf b\cdot\mathbf r_n$. The motion of the centre replaces the bare phase by the phase measured from that of a function centred at $\mathbf r_n$.

\textbf{Q.} A logarithm has branches. Can you differentiate it so calmly?

\textbf{A.} Under two conditions: $M_{nn}\neq0$, and $\phi_n$ does not lie on the branch cut at $\pm\pi$. At a zero of $M_{nn}$ the phase is undefined; across the cut, $\phi_n$ jumps by $2\pi$ and the discretized $\Omega$ can jump with it. Away from both, the principal phase also obeys $\phi_n(\mathbf k+\mathbf b,-\mathbf b)=-\phi_n(\mathbf k,\mathbf b)$, which the next step needs.

\section{The neighbour's share}

\textbf{Q.} Equation (\ref{dm}) contains $W$ at two points. A gradient at $\mathbf k$ must collect every place where $W_{\mathbf k}$ appears. How do you avoid losing half of it?

\textbf{A.} By viewing each bond from its other end. Let $\mathbf k'=\mathbf k+\mathbf b$, $\mathbf b'=-\mathbf b$, $M'=M(\mathbf k',\mathbf b')$ and $W'=W_{\mathbf k'}$. From the definition of the overlap, $M=M'^\dagger$. Therefore
\begin{equation}
(MW')_{nn}=(M'^\dagger W')_{nn}=\big[(W'^\dagger M')_{nn}\big]^*=-\big[(W'M')_{nn}\big]^* .
\end{equation}
Also $M_{nn}^*=M'_{nn}$. The neighbour's contribution to the first term of (\ref{domega}) is
\begin{equation}
-2\,\mathrm{Re}\big[M_{nn}^*(MW')_{nn}\big]
=2\,\mathrm{Re}\big[M'_{nn}(W'M')_{nn}^*\big]
=2\,\mathrm{Re}\big[M'^{*}_{nn}(W'M')_{nn}\big].
\end{equation}
For the second term, $q_n=-q'_n$, because both $\phi_n$ and $\mathbf b\cdot\mathbf r_n$ change sign. Taking the imaginary part of a negative complex conjugate leaves the sign unchanged, so
\begin{equation}
2q_n\,\mathrm{Im}\frac{(MW')_{nn}}{M_{nn}}
=-2q'_n\,\mathrm{Im}\frac{(W'M')_{nn}}{M'_{nn}} .
\end{equation}
The local part, with $dM_{nn}=-(WM)_{nn}$, gives the same two expressions without primes. Since $w_b=w_{-b}$, relabelling $(\mathbf k',\mathbf b')$ as $(\mathbf k,\mathbf b)$ makes the two sums equal. Hence
\begin{equation}
d\Omega=\frac4N\sum_{\mathbf k,\mathbf b}w_b\sum_n\Big\{\mathrm{Re}\big[(W_{\mathbf k}M)_{nn}M_{nn}^*\big]-q_n\,\mathrm{Im}\frac{(W_{\mathbf k}M)_{nn}}{M_{nn}}\Big\}.\label{local}
\end{equation}
The equality was also tested by rotating the bras alone and then the kets alone, with random generators at all mesh points. Each gives a slope of $0.6733$ \AA$^2$, while rotating both gives $1.3465$ \AA$^2$.

\section{Reading off the gradient}

\textbf{Q.} That is a number for each choice of $W$. Where is the matrix?

\textbf{A.} Define, for each $\mathbf k$ and $\mathbf b$,
\begin{equation}
R_{mn}=M_{mn}M_{nn}^*,\qquad T_{mn}=\frac{M_{mn}}{M_{nn}}\,q_n .
\end{equation}
Because $\sum_n(WM)_{nn}M_{nn}^*=\sum_{mn}W_{nm}R_{mn}=\mathrm{tr}(WR)$, and likewise for $T$, the braces in (\ref{local}) sum to $\mathrm{Re}\,\mathrm{tr}(WR)-\mathrm{Im}\,\mathrm{tr}(WT)$. For any matrix $B$,
\begin{equation}
[\mathrm{tr}(WB)]^*=\mathrm{tr}(B^\dagger W^\dagger)=-\mathrm{tr}(WB^\dagger).
\end{equation}
Taking half the sum and half the difference with the conjugate gives
\begin{align}
\mathrm{Re}\,\mathrm{tr}(WR)&=\mathrm{tr}(W\mathcal A[R]),&\mathcal A[R]&=\frac{R-R^\dagger}{2},\\
\mathrm{Im}\,\mathrm{tr}(WT)&=\mathrm{tr}(W\mathcal S[T]),&\mathcal S[T]&=\frac{T+T^\dagger}{2i}.
\end{align}
Both matrices on the right are anti-Hermitian; for $\mathcal S$ the factor $1/i$ makes it so. The result is
\begin{equation}
d\Omega=\frac1N\sum_{\mathbf k}\mathrm{tr}(W_{\mathbf k}G_{\mathbf k}),\qquad
G_{\mathbf k}=4\sum_{\mathbf b}w_b\big(\mathcal A[R]-\mathcal S[T]\big).\label{gradient}
\end{equation}

\textbf{Q.} Could another matrix give the same trace?

\textbf{A.} Not another anti-Hermitian one. If two candidates differ by $X$, then $\mathrm{tr}(WX)=0$ for every anti-Hermitian $W$. Choosing $W=X$ gives $\mathrm{tr}(X^2)=-\mathrm{tr}(X^\dagger X)=0$, so $X=0$.

\textbf{Q.} Give me a case where I can see what it does.

\textbf{A.} Look at the diagonal. Since $R_{nn}=|M_{nn}|^2$ is real, $\mathcal A[R]_{nn}=0$. Since $T_{nn}=q_n$ is real, $\mathcal S[T]_{nn}=-iq_n$. Moreover $\sum_{\mathbf b}w_b\mathbf b=0$, which removes the centre:
\begin{equation}
(G_{\mathbf k})_{nn}=4i\sum_{\mathbf b}w_b\,\phi_n(\mathbf k,\mathbf b).\label{diag}
\end{equation}
The phase changes sign when the ends of a bond are exchanged, so about the midpoint it is odd in $\mathbf b$: $\phi_n=-\mathbf b\cdot\mathbf A_n(\mathbf k+\mathbf b/2)+O(b^3)$. Expanding $\mathbf A_n$ about $\mathbf k$ and using the weight condition gives $G_{nn}\to-2i\,\nabla\cdot\mathbf A_n$ on a fine mesh. For a single band this is the whole gradient: stationarity selects a phase choice whose Berry connection has zero divergence. With several bands, the off-diagonal elements also mix the states.

\section{Which way is down?}

\textbf{Q.} If $G$ is the gradient, descent should use $W=-\varepsilon G$.

\textbf{A.} The trace in (\ref{gradient}) is not a positive inner product on anti-Hermitian matrices. The usual real one is $\langle X,Y\rangle=\mathrm{Re}\,\mathrm{tr}(X^\dagger Y)$, and $W^\dagger=-W$ gives
\begin{equation}
\mathrm{tr}(WG)=-\langle W,G\rangle .
\end{equation}
In this metric the gradient vector at $\mathbf k$ is $-G_{\mathbf k}/N$. By the Cauchy--Schwarz inequality, for fixed $\sum_{\mathbf k}\|W_{\mathbf k}\|^2$ the steepest decrease is along $+G_{\mathbf k}$:
\begin{equation}
W_{\mathbf k}=\varepsilon G_{\mathbf k},\qquad
d\Omega=-\frac{\varepsilon}{N}\sum_{\mathbf k}\|G_{\mathbf k}\|^2,\qquad \varepsilon>0.\label{descent}
\end{equation}
This is a first-order statement. It guarantees a decrease for sufficiently small $\varepsilon$ when some $G_{\mathbf k}\ne0$, not for an arbitrary step.

\section{Staying unitary}

\textbf{Q.} Your derivative used $e^W\simeq1+W$. Why not update with $1+W$ and save the exponential?

\textbf{A.} The two share a first derivative but not a finite step. Suppose $U_{\mathbf k}$ is the accumulated unitary matrix. Conjugating the exponential series term by term gives $(e^W)^\dagger=e^{W^\dagger}=e^{-W}$. As $W$ commutes with $-W$, the exponents add, and
\begin{equation}
(Ue^W)^\dagger(Ue^W)=e^{-W}U^\dagger Ue^W=e^{-W}e^W=1 .
\end{equation}
No smallness of $W$ was used, and $W=\varepsilon G$ is anti-Hermitian for every real $\varepsilon$. Too large a step may therefore raise the spread, but it does not spoil orthonormality. The truncated factor instead satisfies
\begin{equation}
(1+W)^\dagger(1+W)=(1-W)(1+W)=1-W^2=1+W^\dagger W .
\end{equation}

\textbf{Q.} A second-order error might average out over many steps.

\textbf{A.} It cannot. Let $P$ be the product so far and suppose $P^\dagger P\ge1$, as holds at the start. For any vector $v$,
\begin{equation}
\|P(1+W)v\|^2\ge\|(1+W)v\|^2=\|v\|^2+\|Wv\|^2\ge\|v\|^2,
\end{equation}
so the property persists. Since $(1+W)(1+W)^\dagger=1+W^\dagger W$ too, cyclicity of the trace gives
\begin{equation}
\mathrm{tr}\big[(1+W)^\dagger P^\dagger P(1+W)\big]
=\mathrm{tr}(P^\dagger P)+\mathrm{tr}(P^\dagger P\,W^\dagger W)
\ge\mathrm{tr}(P^\dagger P)+\|W\|^2 .
\end{equation}
Each nonzero step adds to the excess norm.

\textbf{Q.} And how is the exponential computed without a truncated series?

\textbf{A.} The matrix $iW$ is Hermitian, so $iW=V\lambda V^\dagger$ with unitary $V$ and real diagonal $\lambda$. Then $e^W=Ve^{-i\lambda}V^\dagger$, a product of three unitary matrices. After the update, the overlaps follow from (\ref{dm}) in its finite form, and $G$ is evaluated afresh.

\textbf{Q.} Is there a floor below which the spread cannot go?

\textbf{A.} Yes, if the weights are positive. Unitary mixing leaves $\sum_{mn}|M_{mn}|^2=\mathrm{tr}(M^\dagger M)$ unchanged, hence also
\begin{equation}
\Omega_{\mathrm I}=\frac1N\sum_{\mathbf k,\mathbf b}w_b\Big(J-\sum_{mn}|M_{mn}|^2\Big).
\end{equation}
Expanding $q_n^2=(\phi_n+\mathbf b\cdot\mathbf r_n)^2$, the cross term averages to $-2|\mathbf r_n|^2$ by (\ref{centre}), and the last term to $+|\mathbf r_n|^2$ by the weight condition. Thus
\begin{equation}
\Omega-\Omega_{\mathrm I}=\frac1N\sum_{\mathbf k,\mathbf b}w_b\Big(\sum_{m\neq n}|M_{mn}|^2+\sum_nq_n^2\Big)\ge0 .
\end{equation}

\section{A two-band example}

\textbf{Q.} Show me numbers, with a gauge that is not already close to the answer.

\textbf{A.} Take a rectangular cell of $4\times5$ \AA$^2$ with four point orbitals, complex hoppings and a diagonal position operator. The model parameters are listed in the program. The two lower bands are separated from the upper ones by more than $1.75$ eV on the mesh. The starting gauge is smooth in $\mathbf k$ but deliberately mixes the two functions. On an $8\times8$ mesh,
\begin{equation}
b_x=\frac{2\pi}{8\times4}=0.1963\ \text{\AA}^{-1},\qquad
w_x=\frac1{2b_x^2}=12.97\ \text{\AA}^2,
\end{equation}
and similarly $b_y=0.1571$ \AA$^{-1}$, $w_y=20.26$ \AA$^2$. The factor $1/2$ accounts for the pair $\pm\mathbf b$.

In the starting gauge the discretized spread is $9.090$ \AA$^2$, which is $0.496$ \AA$^2$ below the direct real-space sum of $9.586$ \AA$^2$. The deficit falls to $0.128$ and $0.032$ \AA$^2$ on $16\times16$ and $32\times32$ meshes. The last ratio, $3.97$, agrees with the $O(b^2)$ error.

At one mesh point the formula gives
\begin{equation}
G=\begin{pmatrix}1.547i&-3.283-13.114i\\3.283-13.114i&-1.198i\end{pmatrix}\text{\AA}^2 .
\end{equation}
Finite differences of $\Omega$ reproduce its entries within $1.3\times10^{-8}$ \AA$^2$.

\textbf{Q.} How did you choose the step?

\textbf{A.} From the stiffest phase pattern one can write down. Let $W=i\theta_{\mathbf k}$ act on one function, with $\theta$ changing sign between all neighbours. The phase $\phi_n$ changes by $\theta_{\mathbf k+\mathbf b}-\theta_{\mathbf k}=-2\theta_{\mathbf k}$, so (\ref{diag}) gives $dG_{nn}=-8(\sum_{\mathbf b}w_b)\,i\theta_{\mathbf k}$. This pattern has curvature $8\sum_{\mathbf b}w_b$, in units where the second-order spread is $(1/2N)\,x^{\mathsf T}Hx$ and $x$ lists the real components of all $W_{\mathbf k}$ in an orthonormal basis. I took its inverse:
\begin{equation}
\varepsilon=\frac1{8\times2(12.97+20.26)\ \text{\AA}^2}=1.881\times10^{-3}\ \text{\AA}^{-2}.
\end{equation}
Initially $(1/N)\sum_{\mathbf k}\|G_{\mathbf k}\|^2=449.6$ \AA$^4$, so (\ref{descent}) predicts a first change of $-1.881\times10^{-3}\times449.6=-0.846$ \AA$^2$. The actual change is $-0.808$ \AA$^2$; the difference is the effect of higher orders in $\varepsilon$.

\textbf{Q.} Does such a fixed step remain safe near the end?

\textbf{A.} Near a minimum the components of $G$ are $-Hx$, and one update gives $x\to(1-\varepsilon H)x$. Convergence along every direction of positive curvature $\lambda$ needs $|1-\varepsilon\lambda|<1$, hence $\varepsilon<2/\lambda_{\max}$. The Hessian computed at the end point has $\lambda_{\max}=531.75$ \AA$^2$, so the limit is $3.76\times10^{-3}$ \AA$^{-2}$, just under twice the step used, because this $\lambda_{\max}$ slightly exceeds $8\sum_{\mathbf b}w_b=531.73$ \AA$^2$. The smallest nonzero curvature, $19.76$ \AA$^2$, gives a factor $1-0.00188\times19.76=0.963$ per update: this is the slow direction.

After 501 updates the spread is $0.6827$ \AA$^2$, against the floor $\Omega_{\mathrm I}=0.6752$ \AA$^2$. The two functions contribute $0.333$ and $0.350$ \AA$^2$. These are values of the $8\times8$ discretized functional, and they are not converged with the mesh to the digits shown. On $16\times16$ and $32\times32$ meshes the minimized spread is $0.6947$ and $0.6977$ \AA$^2$, and $\Omega_{\mathrm I}$ is $0.6874$ and $0.6905$ \AA$^2$. The real-space spread of the final functions is $0.6988$ \AA$^2$, so the $8\times8$ value is low by $0.016$ \AA$^2$. Along the path $|\phi_n|$ stayed below $0.81$ rad and $|M_{nn}|$ above $0.91$, so the derivative's conditions held.

\textbf{Q.} Is this the minimum, or merely a place where $G$ vanishes?

\textbf{A.} It is a local minimum. The Hessian has two zero curvatures within numerical accuracy, and the rest are positive. The two zeros are expected: a constant phase on either Wannier function cancels from $M_{nn}$ and from $|M_{mn}|$. This does not prove that no lower minimum exists elsewhere.

\textbf{Q.} And the orthonormality?

\textbf{A.} The largest entry of $|U^\dagger U-1|$ is $2.9\times10^{-14}$ after all exponential updates, which is rounding error. The product of factors $1+W$, built from the same generators, ends with $1.7\times10^{-2}$. The numerical check accompanying this text carries out both products.

\section*{Computed values}
\begin{verbatim}
MODEL AND MESH
cell sides: 4.0 x 5.0 angstrom; k-mesh 8 x 8
smallest gap between band 2 and band 3 energies: 1.7576 eV
|b| along x: 0.196350 1/angstrom
|b| along y: 0.157080 1/angstrom
w_b along x: 12.9691 angstrom^2
w_b along y: 20.2642 angstrom^2
DISCRETIZED MINUS REAL-SPACE SPREAD, STARTING GAUGE
real-space spread (32 x 32 cells): 9.585971 angstrom^2
difference on 8 x 8 mesh: -0.496144 angstrom^2
difference on 16 x 16 mesh: -0.128049 angstrom^2
difference on 32 x 32 mesh: -0.032272 angstrom^2
ratio of differences, 16 to 32: 3.968
GRADIENT AT MESH POINT (1,2), STARTING GAUGE
G_11 formula 0.00000+1.54655j, numerical 0.00000+1.54655j angstrom^2
G_12 formula -3.28346-13.11371j, numerical -3.28346-13.11371j angstrom^2
G_21 formula 3.28346-13.11371j, numerical 3.28346-13.11371j angstrom^2
G_22 formula 0.00000-1.19847j, numerical 0.00000-1.19847j angstrom^2
largest entry difference: 1.3e-08 angstrom^2
RANDOM GENERATORS AT ALL K
slope from formula: 1.346549 angstrom^2
slope from finite differences: 1.346549 angstrom^2
slope, only bras rotated: 0.673275 angstrom^2
slope, only kets rotated: 0.673275 angstrom^2
DESCENT
(1/N) sum_k ||G_k||^2 at start: 449.6249 angstrom^4
numerical slope along G at start: -449.6249 angstrom^4
step eps: 1.880641e-03 1/angstrom^2
first-order change in first step: -0.845583 angstrom^2
actual change in first step: -0.808384 angstrom^2
number of updates: 501
spread at start: 9.089827 angstrom^2
spread after 10 updates: 4.676201 angstrom^2
spread at end: 0.682674 angstrom^2
invariant part Omega_I: 0.675207 angstrom^2
function 1: spread 4.63950 -> 0.33302 angstrom^2
  centre at end (0.7640, 0.4922) angstrom
function 2: spread 4.45033 -> 0.34965 angstrom^2
  centre at end (2.7771, 2.9724) angstrom
largest |Im ln M_nn| on the path: 0.7999 rad
smallest |M_nn| on the path: 0.9139
UNITARITY AND CURVATURE
max |U^+U - 1|, exponential updates: 2.9e-14
max |U^+U - 1|, truncated updates 1+W: 1.7131e-02
largest of the two zero curvatures: 1.2e-11 angstrom^2
smallest nonzero curvature: 19.7638 angstrom^2
largest curvature: 531.7543 angstrom^2
stability limit 2/largest curvature: 3.761136e-03 1/angstrom^2
\end{verbatim}
